\section*{Surface-limited growth rate from two speeds of a rotating-disk reactor}

\section{Problem}

A rotating-disk reactor deposits a semiconductor film at $G_1=2.0\ \mu\mathrm{m/h}$ when the disk turns at $N_1=400$ rpm, and at $G_2=2.5\ \mu\mathrm{m/h}$ at $N_2=900$ rpm. Wafer temperature, pressure and inlet composition are the same in both runs, and the inlet gas flow is matched to what the disk draws in. One dilute precursor limits growth. It is consumed at the surface by an irreversible first-order reaction and is not lost in the gas. What would the growth rate be if gas transport offered no resistance, and how well do the two runs determine it?

\section{A tempting solution}

The layer of gas through which the precursor must diffuse has a thickness proportional to $N^{-1/2}$. Faster rotation thins it, and the growth rate approaches its surface-limited value. It seems natural to let the shortfall be proportional to the thickness,
\begin{equation}
G=G_\infty-\frac{B}{\sqrt N},
\label{eq:wrong}
\end{equation}
and to extrapolate $G$ to $1/\sqrt N=0$. With $1/\sqrt{N_1}=1/20$ and $1/\sqrt{N_2}=1/30$,
\begin{equation}
B=\frac{2.5-2.0}{1/20-1/30}=30,\qquad
G_\infty=2.0+\frac{30}{20}=3.5\ \mu\mathrm{m/h},
\end{equation}
where $B$ is in $\mu\mathrm{m\,h^{-1}\,rpm^{1/2}}$.

The line passes through both points, but any two-parameter line would. Its behaviour at low speed betrays it: $G$ vanishes at $\sqrt N=30/3.5$, or about 73 rpm, and is negative below that. Slower rotation should weaken the supply of precursor, not turn growth into etching. To find the faulty step, the rate law must be derived.

\section{Transport to the disk}

Take a wide disk under steady laminar flow at low Mach number. Let $z$ be the height above it, $\Omega=2\pi N/60$ its angular speed in rad/s when $N$ is in rpm, and
\begin{equation}
u=rF(z),\qquad v=rV(z),\qquad M(z)=\rho w
\end{equation}
the radial velocity, the azimuthal velocity and the axial mass flux. The density $\rho$ depends on $z$ alone, through the temperature $T$. Gravity is then balanced by a pressure that also depends on $z$ alone. The flow form would admit a further pressure term proportional to $r^2$; it vanishes because the matched inlet gas has no radial or azimuthal motion far from the disk, so no radial pressure gradient arises. Mass conservation and the two horizontal momentum balances read
\begin{align}
2\rho F+\frac{dM}{dz}&=0,\\
\rho(F^2-V^2)+M\frac{dF}{dz}&=\frac{d}{dz}\left(\mu\frac{dF}{dz}\right),\\
2\rho FV+M\frac{dV}{dz}&=\frac{d}{dz}\left(\mu\frac{dV}{dz}\right).
\end{align}

Let subscript 0 denote the inlet state, with $\nu_0=\mu_0/\rho_0$, and define
\begin{equation}
\ell=\sqrt{\nu_0/\Omega},\qquad
d\eta=\frac{\rho}{\rho_0}\frac{dz}{\ell},\qquad
F=\Omega f,\quad V=\Omega g,\quad M=\rho_0\sqrt{\nu_0\Omega}\,m .
\end{equation}
Since $d/dz=(\rho/\rho_0\ell)\,d/d\eta$ and $\sqrt{\nu_0\Omega}/\ell=\Omega$, the first equation can be divided by $\rho\Omega$ and the other two by $\rho\Omega^2$. With primes for $d/d\eta$,
\begin{align}
m'&=-2f,\\
f^2-g^2+mf'&=(Cf')',\\
2fg+mg'&=(Cg')',\qquad C=\frac{\rho\mu}{\rho_0\mu_0}.
\end{align}
The viscous terms take this form because $\rho_0\Omega\ell^2=\mu_0$.

Let $X$ be the precursor fraction divided by its inlet value. If the specific heat, the Prandtl number $\mathrm{Pr}$ and the Schmidt number $\mathrm{Sc}=\mu/(\rho D)$ are constant, the same change of variables gives
\begin{equation}
mT'=\left(\frac{C}{\mathrm{Pr}}T'\right)',\qquad
mX'=\left(\frac{C}{\mathrm{Sc}}X'\right)'.
\label{eq:scalar}
\end{equation}
The boundary values are $f=m=0$, $g=1$, $T=T_w$ at the disk, and $f=g=0$, $T=T_0$, $X=1$ far away. The speed appears nowhere in the flow and heat problem. The functions $m(\eta)$ and $C(\eta)$ are therefore the same in both runs, even above a hot wafer.

Define the scaled flux towards the disk, $J=CX'/\mathrm{Sc}$. Equation (\ref{eq:scalar}) becomes $J'=mX'=(\mathrm{Sc}\,m/C)J$, so
\begin{equation}
J(\eta)=J(0)\,e^{E(\eta)},\qquad
E(\eta)=\mathrm{Sc}\int_0^\eta\frac{m}{C}\,d\eta_1 .
\end{equation}
Integrating $X'=\mathrm{Sc}\,J/C$ from the surface, where $X=x$, to the inlet gas, where $X=1$, gives
\begin{equation}
1-x=\frac{J(0)}{j},\qquad
\frac1j=\mathrm{Sc}\int_0^\infty\frac{e^{E(\eta)}}{C}\,d\eta .
\end{equation}
Thus $J(0)=j(1-x)$, with $j$ independent of speed.

Let $c_0$ be the number density of the inlet gas, $y_0$ the precursor mole fraction in it, and $v_s$ the solid volume added per precursor molecule consumed, each molecule supplying one atom of the growth-limiting element. The number flux is $c_0y_0\sqrt{\nu_0\Omega}\,J(0)$, and the growth rate is
\begin{equation}
G=G_t(1-x),\qquad
G_t=v_sc_0y_0\,j\sqrt{\nu_0\Omega}=A\sqrt N .
\label{eq:transport}
\end{equation}
Here $G_t$ is the rate at a perfectly absorbing surface, and $A$ collects all factors that do not depend on speed.

\section{The fault and the correct extrapolation}

For a first-order reaction at fixed wafer temperature and pressure, the growth rate is also
\begin{equation}
G=G_sx,
\label{eq:surface}
\end{equation}
where $G_s$ is the rate when the gas at the surface has the inlet composition. Hence $x=G/G_s$. Substitution in (\ref{eq:transport}) and division by $GG_t$ give
\begin{equation}
\frac1{G_t}=\frac1G-\frac1{G_s}
\quad\Longrightarrow\quad
\frac1G=\frac1{G_s}+\frac1{A\sqrt N}.
\label{eq:right}
\end{equation}
Reaction and transport act in series, so their resistances add. Solving for $G$ and expanding for $G_s\ll G_t$,
\begin{equation}
G=\frac{G_s}{1+G_s/G_t}
=G_s-\frac{G_s^2}{A\sqrt N}+\cdots .
\end{equation}
Equation (\ref{eq:wrong}) is this expansion cut after its first correction. It treats the flux through the layer as already equal to its limiting value, although that flux falls as the layer thickens. The cut is allowed when $G_s/G_t\ll1$, which the data must now decide.

The inverse rates are $0.5$ and $0.4$ h/$\mu$m. The slope of (\ref{eq:right}) is
\begin{equation}
\frac1A=\frac{0.5-0.4}{1/20-1/30}=6\ \mathrm{h\,rpm^{1/2}}/\mu\mathrm m,
\end{equation}
and the intercept is
\begin{equation}
\frac1{G_s}=0.5-\frac6{20}=0.2\ \mathrm h/\mu\mathrm m,
\qquad G_s=5\ \mu\mathrm{m/h}.
\end{equation}

The transport limits are $G_t=20/6=3.3$ and $30/6=5.0\ \mu$m/h. The ratio $G_s/G_t$ is therefore 1.5 in the first run and 1.0 in the second, so the expansion behind the tempting solution fails at both speeds. The surface fractions are $x=2.0/5=0.4$ and $2.5/5=0.5$: about half the supplied composition is missing at the wafer.

At low speed (\ref{eq:right}) gives $G\simeq A\sqrt N$, which goes to zero without changing sign. At high speed it gives $G\to G_s$, but slowly. To reach $0.9G_s=4.5\ \mu$m/h, equation (\ref{eq:transport}) requires $G_t=4.5/0.1=45\ \mu$m/h, hence $\sqrt N=6\times45=270$ and $N\approx73\,000$ rpm. The intercept is a limit of the model, not a proposed operating point.

The law also restricts the data. For $G_s$ and $A$ both to be positive and finite, the rates must satisfy $1<G_2/G_1<\sqrt{N_2/N_1}=1.5$. The lower end is surface control and the upper end transport control. The measured ratio is 1.25.

\section{How well the intercept is known}

Eliminating the slope gives
\begin{equation}
\frac1{G_s}=\frac{30/G_2-20/G_1}{30-20}
=\frac3{G_2}-\frac2{G_1}.
\label{eq:two}
\end{equation}
Differentiating and multiplying by $-G_s$,
\begin{equation}
\frac{dG_s}{G_s}
=\frac{3G_s}{G_2}\frac{dG_2}{G_2}
-\frac{2G_s}{G_1}\frac{dG_1}{G_1}
=6\frac{dG_2}{G_2}-5\frac{dG_1}{G_1}.
\end{equation}
Independent errors of 1\% in the two rates produce an error of $\sqrt{6^2+5^2}\,\% \approx 8\%$ in $G_s$. A calibration error common to both rates largely cancels and leaves 1\%.

The quoted digits alone matter. If each rate is known to within $\pm0.05\ \mu$m/h, the extremes of (\ref{eq:two}) are
\begin{align}
\frac3{2.45}-\frac2{2.05}&=0.249\ \mathrm h/\mu\mathrm m
&&\Rightarrow\quad G_s=4.0\ \mu\mathrm{m/h},\\
\frac3{2.55}-\frac2{1.95}&=0.151\ \mathrm h/\mu\mathrm m
&&\Rightarrow\quad G_s=6.6\ \mu\mathrm{m/h}.
\end{align}

The reaction order is a further assumption. For $G=G_sx^q$, the surface fractions are $x_i=(G_i/G_s)^{1/q}$. Equation (\ref{eq:transport}) and $G_{t,2}=1.5\,G_{t,1}$ give
\begin{equation}
G_2(1-x_1)=1.5\,G_1(1-x_2)
\quad\Longrightarrow\quad
3x_2-2.5x_1=0.5 .
\end{equation}
Multiplying by $2G_s^{1/q}$,
\begin{equation}
G_s^{1/q}=6G_2^{1/q}-5G_1^{1/q}.
\end{equation}
This gives 4.2, 5.0 and 5.8 $\mu$m/h for $q=1/2$, 1 and 2. A third run at 1600 rpm would hardly separate them: the predicted rates are 2.82, 2.86 and 2.88 $\mu$m/h, a total spread of about 2\%. Varying the inlet composition at fixed speed is a more direct test, since for $q=1$ both $G_s$ and $G_t$, and hence $G$, are proportional to it. Doubling the inlet fraction at 400 rpm multiplies $G$ by 1.72, 2 and 2.56 for $q=1/2$, 1 and 2.

\section{A reactor with a hot wafer}

Round parameters in the rough regime of gallium arsenide growth from trimethylgallium in hydrogen give these results a scale: 76 Torr, inlet at 300 K, wafer at 800 K, disk radius 100 mm, $\nu_0=10\ \mathrm{cm^2/s}$, $\mathrm{Sc}=2.5$, $\mathrm{Pr}=0.7$ and $v_s=0.045\ \mathrm{nm^3}$. The wafer temperature is an assumed value, chosen low so that the surface reaction can be slow enough to matter.

With $C=(T/T_0)^{-0.3}$, numerical solution of the flow equations gives $j=0.221$. Equation (\ref{eq:transport}) then requires $y_0=1.9\times10^{-4}$ for the inferred transport limit, consistent with a dilute precursor. These digits belong to the assumed round properties. Kinetic-theory estimates put $\mathrm{Sc}$ nearer 2.7 to 3.0, which lowers $j$ by about 6\% and raises $y_0$ to about $2.0\times10^{-4}$. The gas is also treated as pure hydrogen, although arsine at 30 times the gallium precursor would raise its density by about 20\%. The full equations were also solved with a reacting surface whose strength was set by $G_s/G_t=1.5$ at 400 rpm. They return 2.0 and 2.5 $\mu$m/h at the two speeds and extrapolate to 5.0 $\mu$m/h. This tests the resistance law above a hot wafer, not the data.

Several assumptions are less secure in a real reactor.

\begin{itemize}
\item \emph{Wafer temperature.} Suppose the true $G_s$ is 5 $\mu$m/h at 800 K with an activation energy of 1 eV, and the wafer is 5 K cooler in the faster run. With the transport limits unchanged, the extrapolation returns 3.9 $\mu$m/h, an error of $-22\%$ relative to the true value.

\item \emph{Precursor supply.} The disk draws about 29 slm at 400 rpm and 43 slm at 900 rpm. If the extra flow were carrier gas alone, the inlet fraction would fall by a factor 1.5. Restoring it would raise $G_2$ to 3.75 $\mu$m/h and the rate ratio to 1.875, above the permitted 1.5. Data taken in that way would contradict the model.

\item \emph{Thermal diffusion.} It drives a heavy precursor away from the hot wafer. The added flux is proportional to $X$, so the species problem stays linear and $J(0)=j_T(x_0-x)$, where $x_0$ is the surface fraction without reaction and $j_T$ is independent of speed. Combining $G=A_T\sqrt N(x_0-x)$ with $G=G_sx$ gives
\begin{equation}
\frac1G=\frac1{x_0G_s}+\frac1{x_0A_T\sqrt N}.
\end{equation}
The line stays straight, but its intercept is now $1/(x_0G_s)$, so the extrapolated rate is $x_0G_s$. For an assumed thermal-diffusion factor of 1, $x_0=0.77$. The extrapolated 5 $\mu$m/h is still the limit at infinite speed, but the rate with inlet composition at the surface would be $5/0.77=6.5\ \mu$m/h, and the required $y_0$ rises to $2.1\times10^{-4}$.

\item \emph{Finite size and buoyancy.} At 400 rpm the composition deficit falls to 1\% of its surface value at a height of about 28 mm, but the thermal and flow layers are thicker: the temperature excess falls to 1\% only at about 56 mm, and the radial velocity falls to 1\% of its peak at about 50 mm. These heights are about half the 100 mm radius, so the wide-disk solution can be trusted only roughly for this disk. The buoyancy number $g_{\rm grav}(T_w/T_0-1)/(\Omega^{3/2}\nu_0^{1/2})$, with $g_{\rm grav}$ the acceleration of gravity, is 1.9 at 400 rpm and 0.6 at 900 rpm. Buoyancy drops out of the wide-disk solution, but a value of order one warns that it may disturb the flow in a finite chamber. The resulting change of rate was not computed. If it raised $G_1$ alone by 1\%, the inferred $G_s$ would fall by about 5\%.
\end{itemize}

The data thus give 5 $\mu$m/h under the stated conditions, but the rounding of the rates alone allows anything from 4.0 to 6.6 $\mu$m/h.

\section*{Computed values}
\begin{verbatim}
Speed 1: 400 rpm
Speed 2: 900 rpm
Growth rate 1: 2 um/h
Growth rate 2: 2.5 um/h
Inverse root speed 1: 0.05 rpm^-1/2
Inverse root speed 2: 0.03333 rpm^-1/2
Inverse growth rate 1: 0.5 h/um
Inverse growth rate 2: 0.4 h/um
Slope: 6 h rpm^1/2/um
Intercept: 0.2 h/um
Surface-limited rate: 5 um/h
Transport limit at speed 1: 3.333 um/h
Transport limit at speed 2: 5 um/h
Surface/inlet fraction at speed 1: 0.4
Surface/inlet fraction at speed 2: 0.5
Full-model extrapolated rate: 5 um/h
Error gain from rate 1: -5
Error gain from rate 2: 6
Gs error for independent 1% errors: 7.81 %
Lowest Gs within data rounding: 4.018 um/h
Highest Gs within data rounding: 6.63 um/h
Gs for reaction order 0.5: 4.183 um/h
Rate at 1600 rpm, order 0.5: 2.823 um/h
Gs for reaction order 1: 5 um/h
Rate at 1600 rpm, order 1: 2.857 um/h
Gs for reaction order 2: 5.836 um/h
Rate at 1600 rpm, order 2: 2.876 um/h
Inlet temperature: 300 K
Wafer temperature: 800 K
Pressure: 76 Torr
Inlet kinematic viscosity: 10 cm2/s
Disk radius: 100 mm
Schmidt number: 2.5
Prandtl number: 0.7
Solid volume per precursor atom: 0.045 nm3
Dimensionless absorbing flux, speed 1: 0.2212
Relative shift, domain 20 to 28: 1.5e-07
Required inlet mole fraction: 0.000186
99% composition-layer height, speed 1: 27.5 mm
Carrier flow needed at speed 1: 28.7 slm
Carrier flow needed at speed 2: 43 slm
Reynolds number at speed 1: 419
Reynolds number at speed 2: 942
Buoyancy number Gr/Re^1.5 at speed 1: 1.91
Buoyancy number Gr/Re^1.5 at speed 2: 0.565
Assumed thermal-diffusion factor: 1
Surface/inlet fraction without reaction: 0.7691
Assumed activation energy: 1 eV
Assumed wafer cooling at speed 2: 5 K
Apparent Gs with that cooling: 3.886 um/h
Rate ratio corrected for fixed supply: 1.875
Largest rate ratio allowed by model: 1.5
\end{verbatim}
